**Coma from coherent grating shifts: recovery and noise**

The program tests the recovery of primary coma $a$ and secondary coma $b$ from image shifts of gratings with pitch $p$, where $u=(\lambda/(p\,NA))^2$, $\lambda$ is the wavelength and $NA$ the numerical aperture. It finds the shifts from threshold edges of images summed over diffraction orders and asserts that they agree with the shift formula, for scalar images and for light polarized in the plane of incidence. It also asserts that removing the mean gives the same coefficients as a joint fit with a constant, and that the predicted noise agrees with 20,000 random trials for each pitch set. The closed noise laws for three pitches are compared with direct matrix inversion. Further assertions show that trefoil imitates primary coma and that three grating directions remove it. In the output, pitches crowded between 330 and 370 nm give 19.8 times the secondary-coma noise of pitches spread from 280 to 480 nm. The last lines size the false coma caused by trefoil, tertiary coma, source size, source tilt and uneven pupil amplitude.

## Verification by program

```python
"""
Result under test: a coherently lit grating of pitch p, imaged by the orders
0 and +-1 only, is displaced by
    s = -[t + a(3u - 2) + b(10u^2 - 12u + 3)] / NA,  u = (L/(p NA))^2,
where t, a, b are tilt, primary coma and secondary coma in nm (fringe Zernike
coefficients), L is the wavelength and NA the numerical aperture.
Least squares on mean-subtracted shifts returns a and b; for three pitches
spaced by h in u the noise of b grows as 1/h^2.
Shifts are measured here on images summed over diffraction orders.
All lengths are in nm at wafer scale; pupil radius is 1 at the aperture edge.
"""
import numpy as np
from scipy.optimize import brentq

WAVELENGTH = 193.0
NA = 0.75
DUTY = 0.45            # clear fraction of the grating period
THRESHOLD = 0.25       # edge level, relative to the clear field
NOISE = 0.10           # standard deviation of one measured shift
BASE = dict(tilt=3.0, coma1=2.0, coma2=-0.8, spherical=1.0, defocus=30.0)
TRUTH = np.array([BASE["coma1"], BASE["coma2"]])

RADIAL = {
    "tilt": lambda r: r,
    "coma1": lambda r: 3*r**3 - 2*r,
    "coma2": lambda r: 10*r**5 - 12*r**3 + 3*r,
    "coma3": lambda r: 35*r**7 - 60*r**5 + 30*r**3 - 4*r,
}


def path_error(px, py, c):
    """Pupil path error in nm at the pupil point (px, py)."""
    r, angle = np.hypot(px, py), np.arctan2(py, px)
    w = sum(c.get(k, 0.0)*f(r) for k, f in RADIAL.items())*np.cos(angle)
    w += c.get("coma1_y", 0.0)*RADIAL["coma1"](r)*np.sin(angle)
    w += c.get("trefoil", 0.0)*r**3*np.cos(3*angle)
    w += c.get("spherical", 0.0)*(6*r**4 - 6*r**2 + 1)
    w += c.get("defocus", 0.0)*(np.sqrt(1 - (NA*r)**2) - 1)
    return w


def image_centre(pitch, c, azimuth=0.0, source=((0.0, 0.0),),
                 tm=False, amplitude_tilt=0.0):
    """Midpoint of the two threshold edges of the bright line."""
    rho = WAVELENGTH/(pitch*NA)
    beams = []
    for sx, sy in source:
        group = []
        for n in range(-4, 5):
            px = n*rho*np.cos(azimuth) + sx
            py = n*rho*np.sin(azimuth) + sy
            if np.hypot(px, py) > 1:
                continue
            amp = DUTY*np.sinc(n*DUTY)*(1 + amplitude_tilt*px)
            amp = amp*np.exp(2j*np.pi*path_error(px, py, c)/WAVELENGTH)
            group.append((n, amp, NA*n*rho))
        beams.append([np.array(v) for v in zip(*group)])

    def excess(x):
        total = 0.0
        for n, amp, sine in beams:
            wave = amp*np.exp(2j*np.pi*n*x/pitch)
            if tm:
                total += abs(np.sum(wave*np.sqrt(1 - sine**2)))**2
                total += abs(np.sum(wave*sine))**2
            else:
                total += abs(np.sum(wave))**2
        return total/len(beams) - THRESHOLD

    right = brentq(excess, 0.0, pitch/2)
    left = brentq(excess, -pitch/2, 0.0)
    return 0.5*(left + right)


def centres(pitches, c, **options):
    return np.array([image_centre(p, c, **options) for p in pitches])


def columns_from_u(u):
    return -np.column_stack([3*u - 2, 10*u**2 - 12*u + 3])/NA


def columns(pitches):
    return columns_from_u((WAVELENGTH/(NA*np.asarray(pitches)))**2)


def fit(pitches, shifts):
    """Primary and secondary coma after removal of the common shift."""
    m = columns(pitches)
    return np.linalg.lstsq(m - m.mean(axis=0),
                           shifts - shifts.mean(axis=0), rcond=None)[0]


def predicted_std(m):
    b = m - m.mean(axis=0)
    return NOISE*np.sqrt(np.diag(np.linalg.inv(b.T @ b)))


# Radial polynomials are mutually orthogonal on the unit disc.
nodes, weights = np.polynomial.legendre.leggauss(12)
nodes, weights = (nodes + 1)/2, weights/2
table = np.array([f(nodes) for f in RADIAL.values()])
gram = (table*weights*nodes) @ table.T
assert np.allclose(gram, np.diag(np.diag(gram)), atol=1e-12)

wide = np.array([280.0, 310.0, 350.0, 410.0, 480.0])
crowded = np.array([330.0, 340.0, 350.0, 360.0, 370.0])
errors = np.array([0.10, -0.05, -0.12, 0.03, 0.08])   # chosen shift errors
sets = {"wide": wide, "crowded": crowded}

print(f"wavelength {WAVELENGTH:.0f} nm, NA {NA:.2f}, duty {DUTY:.2f}")
print(f"single-shift noise {NOISE:.2f} nm, defocus {BASE['defocus']:.0f} nm")
print(f"threshold {THRESHOLD:.2f}, spherical {BASE['spherical']:.1f} nm")
print(f"true tilt {BASE['tilt']:.1f}, coma {TRUTH[0]:.1f}, "
      f"secondary {TRUTH[1]:.1f} nm")
print(f"allowed pitch {WAVELENGTH/NA:.1f} to {2*WAVELENGTH/NA:.1f} nm")

rng = np.random.default_rng(7)
std = {}
for name, pitches in sets.items():
    shifts = centres(pitches, BASE)
    m = columns(pitches)
    formula = -BASE["tilt"]/NA + m @ TRUTH
    assert np.allclose(shifts, formula, atol=1e-7)
    assert np.allclose(centres(pitches, BASE, tm=True), formula, atol=1e-7)
    assert np.allclose(fit(pitches, shifts), TRUTH, atol=1e-5)

    noisy = shifts + errors
    result = fit(pitches, noisy)
    joint = np.linalg.lstsq(np.column_stack([np.ones(len(m)), m]),
                            noisy, rcond=None)[0]
    assert np.allclose(joint[1:], result, atol=1e-8)

    std[name] = predicted_std(m)
    draws = shifts[:, None] + NOISE*rng.standard_normal((len(m), 20000))
    sampled = fit(pitches, draws).std(axis=1)
    assert np.allclose(sampled, std[name], rtol=0.03)

    # Equal-weight fit to differences from the first pitch.
    difference = np.column_stack([-np.ones(len(m) - 1), np.eye(len(m) - 1)])
    operator = np.linalg.pinv(difference @ m) @ difference
    reference_std = NOISE*np.sqrt((operator**2).sum(axis=1))
    assert np.all(reference_std > std[name])

    print(f"{name} set: pitch nm, radius, u, shift nm, with error nm")
    for p, s, y in zip(pitches, shifts, noisy):
        r = WAVELENGTH/(NA*p)
        print(f"  {p:.0f}  {r:.4f}  {r*r:.4f}  {s:.3f}  {y:.3f}")
    singular = np.linalg.svd(m - m.mean(axis=0), compute_uv=False)
    print(f"  fitted coma {result[0]:.3f}, secondary {result[1]:.3f} nm")
    print(f"  predicted std {std[name][0]:.3f}, {std[name][1]:.3f} nm")
    print(f"  sampled std {sampled[0]:.3f}, {sampled[1]:.3f} nm")
    print(f"  std, first pitch as reference {reference_std[0]:.3f}, "
          f"{reference_std[1]:.3f} nm")
    print(f"  singular values {singular[0]:.4f}, {singular[1]:.5f}")

ratio = std["crowded"]/std["wide"]
print(f"noise ratio crowded/wide {ratio[0]:.1f}, {ratio[1]:.1f}")

two = columns([300.0, 400.0])
assert np.linalg.matrix_rank(two - two.mean(axis=0), tol=1e-10) == 1


# Closed noise laws for three pitches equally spaced in u.
def law(middle, h):
    lever = 1.2 - 2*middle
    first = NA*NOISE/3*np.sqrt(1/(2*h**2) + 3*lever**2/(2*h**4))
    return np.array([first, NA*np.sqrt(1.5)*NOISE/(10*h**2)])


print("three pitches, middle u 0.55 then 0.60: std in nm")
print("  h, coma, secondary (0.55); coma (0.60)")
for h in (0.28, 0.14, 0.07, 0.035):
    row = []
    for middle in (0.55, 0.60):
        m = columns_from_u(middle + h*np.array([-1.0, 0.0, 1.0]))
        full = np.column_stack([np.ones(3), m])
        covariance = NOISE**2*np.linalg.inv(full.T @ full)
        numeric = np.sqrt(np.diag(covariance))[1:]
        assert np.allclose(numeric, law(middle, h), rtol=1e-6)
        row.append(numeric)
    print(f"  {h:.3f}  {row[0][0]:.3f}  {row[0][1]:.3f}  {row[1][0]:.3f}")

h_limit = brentq(lambda h: law(0.55, h)[1] - abs(TRUTH[1]), 0.01, 0.3)
ends = WAVELENGTH/NA/np.sqrt(0.55 + h_limit*np.array([1.0, 0.0, -1.0]))
print(f"secondary std = its size at h {h_limit:.3f}, middle u 0.55")
print(f"  pitches {ends[0]:.1f}, {ends[1]:.1f}, {ends[2]:.1f} nm")

p_mid, step = 350.0, 10.0
close_std = predicted_std(columns([p_mid - step, p_mid, p_mid + step]))[1]
u_mid = (WAVELENGTH/(NA*p_mid))**2
close_law = NA*np.sqrt(1.5)*NOISE*(p_mid/step)**2/(40*u_mid**2)
assert abs(close_law/close_std - 1) < 0.02
print(f"350 +- 10 nm: secondary std {close_std:.3f}, "
      f"estimate {close_law:.3f} nm")

# Trefoil imitates primary coma; three grating directions remove it.
trefoil = 1.0
with_trefoil = dict(BASE, trefoil=trefoil, coma1_y=1.5)
bias_trefoil = fit(wide, centres(wide, with_trefoil)) - TRUTH
assert np.allclose(bias_trefoil, [trefoil/3, 0.0], atol=1e-5)
combined = sum(2/3*np.cos(t)*centres(wide, with_trefoil, azimuth=t)
               for t in np.radians([0.0, 60.0, 120.0]))
cured = fit(wide, combined)
assert np.allclose(cured, TRUTH, atol=1e-5)

# An uneven pupil amplitude moves the image only if even phases differ.
flat = dict(BASE, spherical=0.0, defocus=0.0)
assert np.allclose(centres(wide, flat, amplitude_tilt=0.005),
                   centres(wide, flat), atol=1e-7)

disc = [(r*np.cos(t), r*np.sin(t))
        for r in 0.05*np.sqrt((np.arange(3) + 0.5)/3)
        for t in 2*np.pi*np.arange(8)/8]
tilted = centres(wide, BASE, source=((0.01, 0.0),))
moved = tilted - centres(wide, BASE)
biases = {
    "trefoil 1 nm": bias_trefoil,
    "tertiary coma 0.3 nm":
        fit(wide, centres(wide, dict(BASE, coma3=0.3))) - TRUTH,
    "source radius 0.05": fit(wide, centres(wide, BASE, source=disc)) - TRUTH,
    "source tilt 0.01": fit(wide, tilted) - TRUTH,
    "amplitude tilt 0.005":
        fit(wide, centres(wide, BASE, amplitude_tilt=0.005)) - TRUTH,
}
print("false coma and secondary coma, wide set, nm")
for name, bias in biases.items():
    print(f"  {name}: {bias[0]:+.4f}, {bias[1]:+.4f}")
print(f"source tilt: mean shift {moved.mean():+.4f}, "
      f"range {np.ptp(moved):.4f} nm")
print(f"three directions: coma {cured[0]:.3f}, secondary {cured[1]:.3f} nm")
print("verified")
```

It prints:

```
wavelength 193 nm, NA 0.75, duty 0.45
single-shift noise 0.10 nm, defocus 30 nm
threshold 0.25, spherical 1.0 nm
true tilt 3.0, coma 2.0, secondary -0.8 nm
allowed pitch 257.3 to 514.7 nm
wide set: pitch nm, radius, u, shift nm, with error nm
  280  0.9190  0.8446  -5.425  -5.325
  310  0.8301  0.6891  -4.735  -4.785
  350  0.7352  0.5406  -3.594  -3.714
  410  0.6276  0.3939  -2.005  -1.975
  480  0.5361  0.2874  -0.564  -0.484
  fitted coma 1.961, secondary -0.982 nm
  predicted std 0.061, 0.105 nm
  sampled std 0.061, 0.105 nm
  std, first pitch as reference 0.063, 0.106 nm
  singular values 1.8505, 0.91995
crowded set: pitch nm, radius, u, shift nm, with error nm
  330  0.7798  0.6081  -4.171  -4.071
  340  0.7569  0.5728  -3.882  -3.932
  350  0.7352  0.5406  -3.594  -3.714
  360  0.7148  0.5110  -3.310  -3.280
  370  0.6955  0.4837  -3.032  -2.952
  fitted coma 0.740, secondary -4.331 nm
  predicted std 0.788, 2.074 nm
  sampled std 0.791, 2.084 nm
  std, first pitch as reference 0.809, 2.104 nm
  singular values 0.4184, 0.04533
noise ratio crowded/wide 12.9, 19.8
three pitches, middle u 0.55 then 0.60: std in nm
  h, coma, secondary (0.55); coma (0.60)
  0.280  0.074  0.117  0.063
  0.140  0.201  0.469  0.126
  0.070  0.674  1.875  0.253
  0.035  2.550  7.498  0.505
secondary std = its size at h 0.107, middle u 0.55
  pitches 317.4, 347.0, 386.7 nm
350 +- 10 nm: secondary std 9.616, estimate 9.627 nm
false coma and secondary coma, wide set, nm
  trefoil 1 nm: +0.3333, +0.0000
  tertiary coma 0.3 nm: -0.2010, -0.0119
  source radius 0.05: -0.0201, +0.0004
  source tilt 0.01: +0.0471, -0.0055
  amplitude tilt 0.005: -0.0144, +0.0016
source tilt: mean shift +0.2570, range 0.1075 nm
three directions: coma 2.000, secondary -0.800 nm
verified
```
